**Moment-ratio bounds on the lowest excitation energy: four bosons on a ring**

At zero temperature the ratios m[k+1]/m[k] of the moments of the dynamic structure factor are upper bounds on the lowest excitation energy w_min that the density operator couples to, and they tighten as k decreases. Here S = m[0] is the static structure factor, chi = −2 m[−1] is the static density response per particle, and q is the momentum transfer, with ħ = m = R = 1. The program diagonalizes four repelling bosons in symmetrized plane waves and asserts the ordering of the chain, the double-sum identity behind it and the sum rule m[1] = q²/2. It also compares the response in a weak field, variational quotients and, at q = 2, imaginary-time integrals with the spectral moments. At q = 2 the output gives w_min = 2.221, against bounds of 2.700 from 2S/|chi|, 2.792 from q/√|chi| and 2.887 from Feynman-Bijl. Without interaction all computed ratios equal 2 at q = 2, although an uncoupled level of the same momentum lies at 1. A thermal oscillator shows that m[1]/m[0] can fall below the transition energy at finite temperature, while √(m[1]/m[−1]) equals it for this single mode.

## Check in Python

```python
"""
Upper bounds on the lowest excitation energy from ratios of moments.

Result under test, at zero temperature:
  w_min <= ... <= m[-1]/m[-2] <= m[0]/m[-1] <= sqrt(m[1]/m[-1])
        <= m[1]/m[0] <= m[2]/m[1] <= ...
with equality when the spectrum is a single line.
  m[k]  : sum over excited states n of w_n**k |<n|rho_q|0>|**2 / N
  w_n   : excitation energy; w_min is the lowest one with nonzero weight
  rho_q : sum over particles of exp(i q theta)
  S     : static structure factor m[0]
  chi   : static density response per particle to field*(rho_q + rho_q^T)
For the density operator m[1] = q^2/2 and chi = -2 m[-1].

System: N bosons on a ring of radius R with pair repulsion
V0*exp(kappa*(cos(theta)-1)); hbar = m = R = 1, so the energy unit is
hbar^2/(m R^2). Basis: symmetrized plane waves with |momentum| <= cutoff.
"""
from collections import Counter
from itertools import combinations, combinations_with_replacement
from math import factorial, prod, sqrt, tanh

import numpy as np
from scipy.integrate import simpson
from scipy.linalg import eigh, expm
from scipy.special import ive

N = 4
V0 = 3.0
KAPPA = 4.0
CUTOFF = 8
UNIT = "hbar^2/(m R^2)"


def build(strength, q, cutoff):
    """Hamiltonian, density operator and total momenta, sectors 0, +-q, +-2q."""
    sectors = {-2 * q, -q, 0, q, 2 * q}
    modes = range(-cutoff, cutoff + 1)
    states = [s for s in combinations_with_replacement(modes, N)
              if sum(s) in sectors]
    index = {s: i for i, s in enumerate(states)}
    norm = [sqrt(prod(factorial(c) for c in Counter(s).values()))
            for s in states]
    transfer = range(-2 * cutoff, 2 * cutoff + 1)
    fourier = {k: strength * ive(abs(k), KAPPA) for k in transfer}
    ham = np.zeros((len(states), len(states)))
    rho = np.zeros_like(ham)
    for col, s in enumerate(states):
        ham[col, col] += 0.5 * sum(p * p for p in s)
        for i, j in combinations(range(N), 2):
            for k in transfer:
                new = list(s)
                new[i] += k
                new[j] -= k
                if max(abs(new[i]), abs(new[j])) <= cutoff:
                    row = index[tuple(sorted(new))]
                    ham[row, col] += fourier[k] * norm[row] / norm[col]
        for i in range(N):
            new = list(s)
            new[i] += q
            row = index.get(tuple(sorted(new)))
            if row is not None:
                rho[row, col] += norm[row] / norm[col]
    return ham, rho, np.array([sum(s) for s in states])


def spectrum(ham, rho, momenta, q):
    """Excitation energies and weights, plus the objects they came from."""
    zero = np.where(momenta == 0)[0]
    up = np.where(momenta == q)[0]
    energies, vectors = eigh(ham[np.ix_(zero, zero)])
    excited = rho[np.ix_(up, zero)] @ vectors[:, 0]
    shifted = ham[np.ix_(up, up)] - energies[0] * np.eye(len(up))
    omega, modes = eigh(shifted)
    weight = (modes.T @ excited) ** 2 / N
    return omega, weight, shifted, excited, energies[0]


def moment(omega, weight, k):
    return float(np.sum(weight * omega ** float(k)))


# The Fourier coefficients must rebuild the pair potential.
angles = np.linspace(0, np.pi, 9)
series = sum(ive(abs(k), KAPPA) * np.cos(k * angles) for k in range(-30, 31))
assert np.allclose(series, np.exp(KAPPA * (np.cos(angles) - 1)), atol=1e-12)

print(f"particles N = {N}, V0 = {V0} {UNIT}, kappa = {KAPPA}")
print(f"plane-wave cutoff = {CUTOFF} 1/R; energies below in {UNIT}")

for q in (1, 2, 3):
    ham, rho, momenta = build(V0, q, CUTOFF)
    assert np.allclose(ham, ham.T, atol=1e-12)
    omega, weight, shifted, excited, ground = spectrum(ham, rho, momenta, q)
    m = {k: moment(omega, weight, k) for k in range(-3, 3)}
    ratio = {k: m[k + 1] / m[k] for k in range(-3, 2)}
    coupled = np.where(weight > 1e-10)[0]
    w_min = omega[coupled[0]]
    structure = excited @ excited / N

    # Sum rule: limited only by the plane-wave cutoff.
    sum_rule_error = abs(m[1] / (q * q / 2) - 1)
    assert sum_rule_error < 1e-5

    # Static response measured in a real weak field.
    field = 1e-3
    _, vec = eigh(ham + field * (rho + rho.T), subset_by_index=[0, 0])
    chi = float(vec[:, 0] @ rho @ vec[:, 0]) / (N * field)
    assert abs(chi / (-2 * m[-1]) - 1) < 1e-4  # error quadratic in field

    # Bounds from their physical formulas against variational quotients
    # and moment ratios.
    feynman = q * q / (2 * structure)
    quotient = excited @ shifted @ excited / (excited @ excited)
    assert abs(feynman / quotient - 1) < 1e-5
    response_state = np.linalg.solve(shifted, excited)
    response_quotient = (response_state @ shifted @ response_state
                         / (response_state @ response_state))
    assert abs(response_quotient / ratio[-2] - 1) < 1e-9
    low_bound = 2 * structure / abs(chi)
    middle_bound = q / sqrt(abs(chi))
    assert abs(low_bound / ratio[-1] - 1) < 1e-4
    assert abs(middle_bound / sqrt(m[1] / m[-1]) - 1) < 1e-4

    # Strict ordering of the chain for a spectrum with several lines.
    chain = [w_min, ratio[-3], ratio[-2], low_bound, middle_bound,
             feynman, ratio[1]]
    assert all(a < b for a, b in zip(chain, chain[1:]))

    # Positive double sum behind the ordering.
    difference = omega[:, None] - omega[None, :]
    for k in (-1, 0, 1):
        pair = np.outer(weight * omega ** (k - 1.0),
                        weight * omega ** (k - 1.0))
        double_sum = 0.5 * np.sum(pair * difference ** 2)
        left = (moment(omega, weight, k + 1) * moment(omega, weight, k - 1)
                - moment(omega, weight, k) ** 2)
        assert abs(left - double_sum) < 1e-9 * max(1, moment(omega, weight, k) ** 2)

    print(f"q = {q} 1/R: S = {structure:.5f}, chi = {chi:.5f} m R^2/hbar^2")
    print(f"  lowest coupled energy w_min = {w_min:.5f}")
    print(f"  its share of S = {weight[coupled[0]] / m[0]:.5f}")
    print(f"  next coupled energy = {omega[coupled[1]]:.5f}, "
          f"share = {weight[coupled[1]] / m[0]:.5f}")
    print(f"  m[-2]/m[-3] = {ratio[-3]:.5f}")
    print(f"  m[-1]/m[-2] = {ratio[-2]:.5f}")
    print(f"  m[0]/m[-1] = 2S/|chi| = {low_bound:.5f}")
    print(f"  sqrt(m[1]/m[-1]) = q/sqrt|chi| = {middle_bound:.5f}")
    print(f"  m[1]/m[0] = q^2/(2S), Feynman-Bijl = {feynman:.5f}")
    print(f"  m[2]/m[1] = {ratio[1]:.5f}")
    print(f"  relative sum-rule error from cutoff = {sum_rule_error:.1e}")

    if q == 2:
        # Deep inverse moments approach the lowest coupled energy.
        deep = moment(omega, weight, -99) / moment(omega, weight, -100)
        assert abs(deep - w_min) < 1e-4
        print(f"  m[-99]/m[-100] = {deep:.5f}")

        # Inverse moments from imaginary-time propagation and quadrature.
        step, count = 0.005, 4001
        propagator = expm(-step * shifted)
        state = excited.copy()
        correlation = np.empty(count)
        for i in range(count):
            correlation[i] = excited @ state / N
            state = propagator @ state
        tau = step * np.arange(count)
        inverse_1 = simpson(correlation, x=tau)
        inverse_2 = simpson(tau * correlation, x=tau)
        assert abs(inverse_1 / m[-1] - 1) < 1e-6
        assert abs(inverse_2 / m[-2] - 1) < 1e-6
        print(f"  integral of F = {inverse_1:.6f}, m[-1] = {m[-1]:.6f}")
        print(f"  integral of tau*F = {inverse_2:.6f}, m[-2] = {m[-2]:.6f}")

        # Effect of the plane-wave cutoff on the excitation energy.
        small = spectrum(*build(V0, q, CUTOFF - 2), q)
        small_min = small[0][np.where(small[1] > 1e-10)[0][0]]
        assert abs(small_min - w_min) < 1e-4
        print(f"  change of w_min from cutoff {CUTOFF - 2} to {CUTOFF} = "
              f"{w_min - small_min:.1e}")

# Without interaction the density operator excites a single line.
q = 2
omega, weight, _, _, _ = spectrum(*build(0.0, q, 4), q)
free = [moment(omega, weight, k + 1) / moment(omega, weight, k)
        for k in range(-3, 2)]
free_min = omega[np.where(weight > 1e-10)[0][0]]
assert np.allclose(free, q * q / 2, rtol=1e-10)
assert abs(free_min - q * q / 2) < 1e-10
assert omega[0] < free_min - 0.5
print(f"V0 = 0, q = 2: ratios from {min(free):.5f} to {max(free):.5f}")
print(f"V0 = 0, q = 2: lowest level of that momentum = {omega[0]:.5f}, "
      f"lowest coupled = {free_min:.5f}")

# Thermal oscillator, displacement operator: the zero-temperature order fails.
frequency, beta, levels = 1.5, 0.8, 60
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
displacement = (ladder + ladder.T) / sqrt(2 * frequency)
energy = frequency * (np.arange(levels) + 0.5)
boltzmann = np.exp(-beta * energy)
boltzmann /= boltzmann.sum()
start, end = np.nonzero(displacement)
transition = energy[end] - energy[start]
strength = boltzmann[start] * displacement[start, end] ** 2
hot = {k: moment(transition, strength, k) for k in (-1, 0, 1)}
hot_upper = hot[1] / hot[0]
hot_lower = hot[0] / hot[-1]
hot_middle = sqrt(hot[1] / hot[-1])
assert abs(hot_upper - frequency * tanh(beta * frequency / 2)) < 1e-9
assert abs(hot_lower - frequency / tanh(beta * frequency / 2)) < 1e-9
assert abs(hot_middle - frequency) < 1e-9
assert hot_upper < frequency < hot_lower
print(f"thermal oscillator (hbar = 1): frequency = {frequency}, beta = {beta}")
print(f"  m[1]/m[0] = {hot_upper:.5f}, m[0]/m[-1] = {hot_lower:.5f}, "
      f"sqrt(m[1]/m[-1]) = {hot_middle:.5f}")

print("all tests passed")
```

It prints:

```
particles N = 4, V0 = 3.0 hbar^2/(m R^2), kappa = 4.0
plane-wave cutoff = 8 1/R; energies below in hbar^2/(m R^2)
q = 1 1/R: S = 0.33663, chi = -0.45873 m R^2/hbar^2
  lowest coupled energy w_min = 1.45839
  its share of S = 0.98981
  next coupled energy = 3.38021, share = 0.00693
  m[-2]/m[-3] = 1.45973
  m[-1]/m[-2] = 1.46183
  m[0]/m[-1] = 2S/|chi| = 1.46766
  sqrt(m[1]/m[-1]) = q/sqrt|chi| = 1.47647
  m[1]/m[0] = q^2/(2S), Feynman-Bijl = 1.48533
  m[2]/m[1] = 1.54516
  relative sum-rule error from cutoff = 7.6e-08
q = 2 1/R: S = 0.69281, chi = -0.51313 m R^2/hbar^2
  lowest coupled energy w_min = 2.22119
  its share of S = 0.52020
  next coupled energy = 3.38484, share = 0.15021
  m[-2]/m[-3] = 2.45976
  m[-1]/m[-2] = 2.56271
  m[0]/m[-1] = 2S/|chi| = 2.70034
  sqrt(m[1]/m[-1]) = q/sqrt|chi| = 2.79201
  m[1]/m[0] = q^2/(2S), Feynman-Bijl = 2.88679
  m[2]/m[1] = 3.16463
  relative sum-rule error from cutoff = 1.2e-07
  m[-99]/m[-100] = 2.22119
  integral of F = 0.256564, m[-1] = 0.256564
  integral of tau*F = 0.100114, m[-2] = 0.100114
  change of w_min from cutoff 6 to 8 = -2.1e-06
q = 3 1/R: S = 0.94883, chi = -0.45673 m R^2/hbar^2
  lowest coupled energy w_min = 2.45839
  its share of S = 0.22018
  next coupled energy = 4.38021, share = 0.36944
  m[-2]/m[-3] = 3.16927
  m[-1]/m[-2] = 3.60845
  m[0]/m[-1] = 2S/|chi| = 4.15491
  sqrt(m[1]/m[-1]) = q/sqrt|chi| = 4.43907
  m[1]/m[0] = q^2/(2S), Feynman-Bijl = 4.74267
  m[2]/m[1] = 5.35537
  relative sum-rule error from cutoff = 1.3e-07
V0 = 0, q = 2: ratios from 2.00000 to 2.00000
V0 = 0, q = 2: lowest level of that momentum = 1.00000, lowest coupled = 2.00000
thermal oscillator (hbar = 1): frequency = 1.5, beta = 0.8
  m[1]/m[0] = 0.80557, m[0]/m[-1] = 2.79304, sqrt(m[1]/m[-1]) = 1.50000
all tests passed
```
